# Zero First-Order Asymmetry Does Not Prove Perfect Overlay

Suppose an overlay target returns equal powers in its \(+1\) and \(-1\) diffraction orders, and the two layers are therefore passed as aligned. In the silicon stack calculated below, this happens with the upper grating displaced by 8 nm from the lower one. The spacer between them has a thickness at which interference cancels the signal that should have revealed the shift.

## A counter-example with two weak gratings

Let two gratings of pitch \(P\) lie one above the other, with lines along \(y\). Light of vacuum wavelength \(\lambda\) arrives at normal incidence, travelling along \(+z\), downward. Its electric field points along the lines (TE polarization), and the time factor is \(e^{-i\omega t}\). Define

\[
K=\frac{2\pi}{P},\qquad k_0=\frac{2\pi}{\lambda},\qquad k=nk_0,\qquad q=\sqrt{k^2-K^2}.
\]

Here \(n\) is the index of the spacer, \(k\) is the vertical wave number of the incident light in it, and \(q\) is that of a first order. The lower grating is displaced by \(+d\) relative to the upper one. The asymmetry is \(A=I_{+1}-I_{-1}\), with each power expressed as a fraction of the incident power.

To remove every complication except interference, first embed both gratings in a uniform medium of index \(n\). Each grating has height \(h\). Its permittivity is \(n^2+\Delta/2\) in the lines and \(n^2-\Delta/2\) in the gaps, each half a pitch wide, so its mean matches the medium. The first Fourier coefficient of a centred grating is

\[
\varepsilon_1=\frac{\Delta}{P}\int_{-P/4}^{P/4}\cos Kx\,dx
=\frac{\Delta}{P}\,\frac{2}{K}=\frac{\Delta}{\pi}.
\]

The constant part \(-\Delta/2\) has no first coefficient. Displacing the grating by \(d\) replaces \(x\) by \(x-d\), which multiplies the coefficients of orders \(\pm1\) by \(e^{\mp iKd}\).

Write the field as \(\sum_m S_m(z)e^{imKx}\) and insert it into \(\nabla^2E+k_0^2\varepsilon E=0\). To first order in \(\Delta\), the incident wave \(e^{ikz}\) drives the first order:

\[
S_1''+q^2S_1=-k_0^2\varepsilon_1(z)e^{ikz}.
\]

The outgoing solution of \(G''+q^2G=\delta(z-z')\) is \(G=e^{iq|z-z'|}/(2iq)\), since its slope jumps by one at \(z'\). Above the gratings \(|z-z'|=z'-z\), and \(-1/(2i)=i/2\), so

\[
S_1(z)=\frac{ik_0^2}{2q}\,e^{-iqz}\int\varepsilon_1(z')\,e^{i(k+q)z'}dz'.
\]

The exponent contains the phase \(kz'\) gained on the way down and \(qz'\) gained on the way up. For a grating centred at \(z'=0\), the integral gives the amplitude

\[
g=\frac{ik_0^2\varepsilon_1h}{2q}\,
\frac{\sin[(k+q)h/2]}{(k+q)h/2}.
\]

The lower grating, with its centre a distance \(s\) deeper, contributes the same amplitude times \(e^{i(k+q)s}e^{\mp iKd}\). Vertical power flow is proportional to the vertical wave number times the squared amplitude. With \(\psi=(k+q)s\),

\[
I_{\pm1}=\frac qk|g|^2\left|1+e^{i(\psi\mp Kd)}\right|^2
=\frac{2q}{k}|g|^2\left[1+\cos(\psi\mp Kd)\right].
\]

Since \(\cos(\psi-Kd)-\cos(\psi+Kd)=2\sin\psi\sin Kd\),

\[
A=\frac{4q}{k}|g|^2\sin[(k+q)s]\,\sin(Kd).
\]

The shift enters through the second sine and the thickness through the first. If

\[
s_m=\frac{m\pi}{k+q},\qquad m=1,2,\ldots,
\]

and \(s_m>h\), the asymmetry vanishes for every \(d\), within this leading-order result. The clear gap between the gratings is \(t_m=s_m-h\).

Take \(P=800\) nm, \(\lambda=633\) nm, \(n=1.46\) and \(h=50\) nm. Then \(k=0.014492\) and \(q=0.012179\) nm\(^{-1}\), and

\[
\frac{\pi}{k+q}=117.79\ \text{nm},\qquad
t_4=4(117.79)-50=421.16\ \text{nm}.
\]

A coupled-wave calculation, which retains repeated diffraction, gives the same gap to the digits shown for \(\Delta=0.02\) and \(d=80\) nm. In that calculation the field and permittivity are expanded in diffraction orders, here from \(-10\) to \(10\), and the fields are matched at each interface.

The orders need not be dark at a blind gap. For even \(m\) both powers are \((4q/k)|g|^2\cos^2(Kd/2)\), which is largest at \(d=0\). For odd \(m\) the cosine becomes a sine. The powers still depend on \(d\), but equally, so their difference carries no information about it.

## The same failure on silicon

Now place resist lines 100 nm high, in air, on an oxide spacer. Below it lies a grating of silicon lines 60 nm high, with oxide between them, on a silicon substrate. Pitch, wavelength and polarization are unchanged, and the lower grating is displaced by \(d=8\) nm. The indices are rough typical values: 1.60 for resist, 1.46 for oxide and \(3.88+0.02i\) for silicon. The first orders leave at \(52.3^\circ\) in air.

Here reflections and repeated diffraction are strong, so the powers come from the coupled-wave method. A root search in the spacer thickness \(t\) gives \(A=0\) at \(t=502.746\) nm. The silicon-stack values quoted here keep orders from \(-10\) to \(10\), and the third decimal matters only for comparing thicknesses at that truncation. With orders to \(\pm40\) the zero moves up by 0.015 nm, and the powers in the table change to 0.0381 % at the new zero and to 2.103 % and 2.710 % at 550 nm. The distance between zero asymmetry and zero slope, the slope ratio and the pad readings given below keep their values when measured from the new zero. At 550 nm, a thickness with high sensitivity, the same shift is plainly visible:

| Spacer | \(I_{+1}\) | \(I_{-1}\) |
|---|---:|---:|
| 502.746 nm | 0.0376 % | 0.0376 % |
| 550 nm | 2.108 % | 2.717 % |

At 550 nm the relative asymmetry is

\[
\frac{I_{+1}-I_{-1}}{I_{+1}+I_{-1}}
=\frac{2.108-2.717}{2.108+2.717}=-12.6\,\%.
\]

The blind thickness is not a point where the tool merely loses this one shift. The slope \(\partial A/\partial d\) at \(d=0\) is only \(8\times10^{-4}\) of its value at 550 nm, in magnitude. It passes through zero at 502.775 nm, just 0.029 nm away. Near there the relative slope changes by about \(8\times10^{-4}/0.029\approx0.028\) per nanometre of spacer. By linear extrapolation, a film 1 nm from the zero-slope thickness has about 3 % of the sensitivity found at 550 nm. An 8 nm shift read with the 550 nm calibration would then look like roughly 0.2 nm.

## The correct general statement

Consider two gratings of equal pitch, each mirror-symmetric about the centre of its lines, in a stack of uniform layers at normal incidence.

1. Perfect overlay gives zero asymmetry: \(A(t,0)=0\). The converse is false.
2. If, at fixed \(d\neq0\), \(A\) has opposite signs at two spacer thicknesses, it vanishes at some thickness between them.
3. If each path is diffracted once, \(A\) is a function of thickness times \(\sin Kd\), so a zero of that function is blind to every shift.

**Proof of 1.** The reflection \(x\to-x\) leaves the incident wave and each grating's shape unchanged. It exchanges the orders and turns \(d\) into \(-d\). Therefore

\[
A(t,-d)=-A(t,d),
\]

and setting \(d=0\) gives \(A(t,0)=0\). A displacement by a whole pitch changes nothing, so \(A(t,P/2)=A(t,-P/2)=-A(t,P/2)\), and hence \(A(t,P/2)=0\). A half-pitch error thus gives zero at any thickness. The weak-grating gap supplies another counter-example, at smaller shifts. At a single oblique incidence the mirror argument fails, and \(A(t,0)\) need not vanish.

**Proof of 2.** Thickness enters the wave equations through the continuous factors \(e^{ik_zt}\), where \(k_z\) is the vertical wave number of each order. With a unique scattering solution throughout the interval, the reflected amplitudes are continuous in \(t\), and so is \(A\). A continuous real function that changes sign has a zero in between.

**Proof of 3.** Let \(a\) and \(b\) be the amplitudes in air contributed by the upper and lower gratings at \(d=0\), including specular reflections in the averaged stack. By mirror symmetry they are the same for both orders. With \(f=q_{\rm air}/k_0\), where \(q_{\rm air}=\sqrt{k_0^2-K^2}\), and \(a^*b=X+iY\),

\[
\begin{aligned}
I_{\pm1}&=f\left|a+be^{\mp iKd}\right|^2\\
&=f\left[|a|^2+|b|^2+2X\cos Kd\pm2Y\sin Kd\right].
\end{aligned}
\]

Subtraction leaves

\[
A=4f\,\operatorname{Im}(a^*b)\,\sin Kd.
\]

The asymmetry thus disappears when the two contributions are in phase or in antiphase, although both are present. It also disappears if one of them is absent, for instance when an opaque spacer hides the lower grating.

### How often the blind thickness returns

Specular echoes shift the zeros. For a thin upper grating at the top of the spacer, let \(r_0\) and \(r_1\) be the reflection amplitudes of the averaged structure below the spacer, for the incident and the diffracted wave. The upper grating sees the direct wave plus its echo, and its own emission is also joined by an echo. The lower grating is reached, and left, by one crossing. Further round trips multiply both contributions by the same factors. Thus, with \(C\) independent of \(t\),

\[
\frac ba=\frac{C\,e^{i(k+q)t}}
{(1+r_0e^{2ikt})(1+r_1e^{2iqt})}.
\]

Differentiating the phase of the part containing \(k\) gives

\[
\frac{d}{dt}\left[kt-\arg(1+r_0e^{2ikt})\right]
=k\,\frac{1-|r_0|^2}{|1+r_0e^{2ikt}|^2},
\]

and the part containing \(q\) behaves likewise. For \(|r_0|,|r_1|<1\) the phase always rises. The arguments of the two denominator factors stay between \(-\pi/2\) and \(\pi/2\), so over a long range the phase grows at the mean rate \(k+q\). A zero occurs whenever it passes a multiple of \(\pi\), which makes the mean spacing \(\pi/(k+q)\), although individual spacings vary.

The silicon stack has a thick upper grating and repeated diffraction, so this derivation does not strictly cover it. Its first zeros above 300 nm nevertheless lie near 395, 503, 622 and 741 nm. The 23 zeros found between 300 and 3000 nm, by interpolation on a 10 nm grid, have a mean spacing of 117.8 nm, against 117.79 nm from the formula. Individual spacings range from about 76 to 162 nm, so the formula gives how often a zero returns, not where each one lies.

## What repeated diffraction changes

Because \(A\) is odd and periodic in \(d\), the full solution has the form

\[
A(t,d)=\sum_{n\ge1}c_n(t)\sin(nKd),\qquad
\left.\frac{\partial A}{\partial d}\right|_{d=0}=K\sum_{n\ge1}nc_n.
\]

The slope can vanish while the separate coefficients do not. At the blind thickness, \(c_1,c_2,c_3\) are \(-2.789\), \(1.097\) and \(0.175\) % of the incident power. Their contribution to the sum is

\[
-2.789+2(1.097)+3(0.175)=-0.07\,\%,
\]

and higher coefficients nearly cancel the rest. At 550 nm the same three terms give \(-9.7\) %.

Blindness is therefore local in shift. Up to 10 nm, the largest asymmetry at the blind thickness is \(5\times10^{-4}\) of that at 550 nm. Over a full pitch, sampled every 25 nm, the ratio rises to 0.26. When the permittivity contrast of both gratings is reduced to one fifth at fixed mean, and the blind and sensitive thicknesses are found again, this ratio falls to 0.009. That is the approach to the single-diffraction law.

For the full-contrast stack, the single-diffraction law puts the blind thickness at 499 nm, about 4 nm too low. To obtain \(a\) and \(b\), one grating at a time was replaced by its mean permittivity. At 502.746 nm this gives \(|a|=0.180\), \(|b|=0.274\) and a relative phase of \(-174^\circ\), close to antiphase. The law locates the blind region but not its brightness: these amplitudes imply order powers of 0.5 to 0.6 %, whereas the full calculation gives 0.04 %. What survives a near-cancellation is easily changed by small additional amplitudes.

## What biased pads reveal

One remedy uses two pads with added displacements \(\pm d_0\), and asymmetries \(A_\pm=A(d\pm d_0)\). If \(A=c_1\sin Kd\), the addition formulas give

\[
\begin{aligned}
A_++A_-&=2c_1\sin Kd\cos Kd_0,\\
A_+-A_-&=2c_1\cos Kd\sin Kd_0,
\end{aligned}
\]

and division gives

\[
\tan Kd=\tan Kd_0\,\frac{A_++A_-}{A_+-A_-}.
\]

The unknown sensitivity \(c_1\) cancels only if it is nonzero. With \(d_0=20\) nm, this formula returns 8.05 nm at the 550 nm spacer, close to the true 8 nm. At the blind thickness it returns 18.2 nm.

The false value follows from oddness. For small displacement \(x\), keep two terms of the expansion and write \(A(x)=\beta x(x^2-u^2)\), where \(u^2\) depends on thickness. In the same small-angle limit the pad estimate is

\[
d_{\rm est}=d_0\frac{A_++A_-}{A_+-A_-}
=d\,\frac{3d_0^2+d^2-u^2}{d_0^2+3d^2-u^2}.
\]

This uses \((d+d_0)^3+(d-d_0)^3=2d^3+6dd_0^2\) and \((d+d_0)^3-(d-d_0)^3=6d^2d_0+2d_0^3\). At the thickness where \(A(d)=0\), \(u^2=d^2\), and

\[
d_{\rm est}=\frac{3dd_0^2}{2d^2+d_0^2}
=\frac{3(8)(400)}{128+400}=18.2\ \text{nm}.
\]

For \(d\ll d_0\) the estimate is three times the true shift. Far from the blind thickness \(|u^2|\) is large and the estimate returns to \(d\). In the silicon stack it is 6.7 and 9.1 nm at 2 nm below and above the blind thickness, and 7.8 and 8.2 nm at 10 nm below and above.

The formula also shows a divergence at \(u^2=d_0^2+3d^2=592\) nm\(^2\). Since \(u^2\) falls from 64 nm\(^2\) to zero over the 0.029 nm between zero asymmetry and zero slope, linear extrapolation puts the divergence about 0.27 nm below the zero-slope thickness. There the two pads give equal asymmetries. A small difference \(A_+-A_-\) is therefore a warning, but a difference above the noise is not a guarantee. The numerator of the estimate vanishes at \(u^2=3d_0^2+d^2=1264\) nm\(^2\), which the same extrapolation puts about 0.6 nm below the zero-slope thickness. There the pads read zero although the true shift is 8 nm. The difference \(A_+-A_-=2\beta d_0(d_0^2+3d^2-u^2)\) is not zero there, but it is only about 1 % of its value at 550 nm. A zero reading thus supports alignment only when \(A_+-A_-\) is well above the measurement uncertainty and also comparable with the value expected at a sensitive thickness, and when half-pitch errors have been excluded separately.

## Real targets

Resist over oxide over patterned silicon, a pitch of several hundred nanometres and visible light form a plausible overlay target. The 8 nm shift is large beside the few nanometres, roughly, allowed in demanding layers; it was chosen to make the failure visible. Real gratings break the assumption of mirror symmetry. Let the upper half of the silicon lines be offset by 1 nm from the lower half. At zero true shift, the resulting asymmetry divided by \(\partial A/\partial d\) is a false shift of 0.7 nm at the 550 nm spacer. At 0.2 nm below and above the zero-slope thickness it is 9.8 and \(-9.2\) nm; at 2 nm below and above, 1.2 and \(-0.6\) nm. With \(\delta\) the distance in nanometres above zero slope, these four values follow approximately \(0.3-1.9/\delta\) nm. Setting \(8+0.3-1.9/\delta=0\) shows that this defect moves the blind thickness for an 8 nm shift by about 0.2 nm. It does not remove it.

Two other small changes also move the zero only slightly. Averaging equally over incidence angles of \(-3^\circ,0,3^\circ\) and wavelengths of 628, 633 and 638 nm, with fixed indices, shifts it by \(-0.4\) nm. A wider spread moves it further: five equally weighted angles from \(-10^\circ\) to \(10^\circ\) at 633 nm shift it by about \(-3.7\) nm, and the original thickness then shows about 10 % of the asymmetry found at 550 nm. Raising the real silicon index by 0.05 shifts it by 0.1 nm. Errors in line height, roughness, finite target size and detector noise are not included.

A second optical condition breaks the coincidence. With the spacer held at 502.746 nm and the shift at 8 nm, the relative asymmetry becomes 33 % at 650 nm, 8 % at 675 nm and 3 % at 700 nm, using rough silicon indices of \(3.85+0.016i\), \(3.81+0.013i\) and \(3.78+0.011i\). At 633 nm with the magnetic field along the lines it is 10 %. These percentages are relative to the light in the two orders, so a large value need not mean a strong signal. They do show that the original zero belonged to the stack and the chosen light, not to the alignment of the layers.
